\section*{Generalized Norm Conservation and S-Orthogonality in Ultrasoft Pseudopotentials, part 1}

(Sections cited here and not found follow in the second part.)

\section{From all-electron overlaps to S-overlaps}

\textbf{Q.} An ultrasoft pseudopotential replaces a wave function near the nucleus by a smoother one. In general that changes its norm, and its overlap with other functions of the same angular momentum that reach into the modified region. Two orthogonal atomic states then have no evident reason to stay orthogonal. What exactly is replaced, and what is kept?

\textbf{A.} Take one electron in a real, local, spherical potential $V(r)$. It may be the bare nuclear attraction or the fixed mean-field potential of an atom. In one angular-momentum channel $l$, write a wave function as $\psi(r)Y_{lm}/r$. The volume element contributes $r^2$, which cancels the two factors $1/r$, so an overlap is a plain integral over $r$. With this convention the kinetic operator is
\begin{equation}
T=-\frac{\hbar^2}{2m}\left[\frac{d^2}{dr^2}-\frac{l(l+1)}{r^2}\right].
\end{equation}
The all-electron references are real functions $\psi_i$ that obey
\begin{equation}
(T+V-\varepsilon_i)\psi_i=0,\qquad \psi_i\propto r^{l+1}\ \text{as}\ r\to0,
\label{ae}
\end{equation}
at different energies $\varepsilon_i$. ``All-electron'' means here that the potential and the solution keep their full form near the nucleus.

Choose a radius $R$. The smooth function $\varphi_i$ also behaves as $r^{l+1}$ at the origin, and it satisfies
\begin{equation}
\varphi_i(r)=\psi_i(r)\quad\text{for } r\ge R .
\end{equation}
Its value and slope are continuous at $R$. Everything outside the sphere is kept. Inside it, the shape of $\varphi_i$ is free, and no condition is placed on its norm.

\textbf{Q.} Then let us measure the damage first. How much does the overlap change?

\textbf{A.} Let a subscript $R$ denote integration over the sphere,
\begin{equation}
\langle f|g\rangle_R=\int_0^R f(r)g(r)\,dr ,
\end{equation}
and let a bracket without the subscript cover all $r$. The functions agree outside, so the whole change comes from the inside. It is the symmetric matrix
\begin{equation}
Q_{ij}=\langle\psi_i|\psi_j\rangle_R-\langle\varphi_i|\varphi_j\rangle_R .
\label{qdef}
\end{equation}
For a normalized reference, a diagonal element is the probability that the smooth function lacks inside the sphere; if it is negative, the smooth function has too much. An off-diagonal element is the missing overlap of two different references.

\textbf{Q.} You could add $Q_{ij}$ to every overlap by hand, but that is bookkeeping. A calculation on a molecule or a crystal works with unknown functions, not with a list of atomic references. Is there an operator that makes the correction?

\textbf{A.} There is, if we can find functions $\beta_i$ that vanish outside the sphere and read off the coefficient of each reference:
\begin{equation}
\langle\beta_i|\varphi_k\rangle=\delta_{ik}.
\label{dual}
\end{equation}
The operator is then
\begin{equation}
S=1+\sum_{ij}|\beta_i\rangle Q_{ij}\langle\beta_j| .
\label{sdef}
\end{equation}
It acts on any function $f$, because the numbers $\langle\beta_j|f\rangle$ can be computed for any $f$. Since $Q$ is real and symmetric, $S$ is Hermitian.

\textbf{Q.} Many sets of functions satisfy such a duality condition. Which one do you take, and why?

\textbf{A.} For the overlap alone, any set with these two properties will serve. The following choice also serves the Hamiltonian. Pick a smooth local potential $V_{\rm loc}$ that equals $V$ for $r\ge R$, and form
\begin{equation}
\chi_i=(\varepsilon_i-T-V_{\rm loc})\varphi_i .
\label{chi}
\end{equation}
This is what the local potential alone fails to supply if $\varphi_i$ is to be a solution at $\varepsilon_i$. Outside the sphere $\varphi_i=\psi_i$ and $V_{\rm loc}=V$, so Eq.~\eqref{ae} gives $\chi_i=0$ there.

\textbf{Q.} What about the surface $r=R$ itself? A second derivative can do unpleasant things at a joint.

\textbf{A.} If the slope of $\varphi_i$ jumped by $s$ at $R$, its second derivative would contain $s\,\delta(r-R)$, and $\chi_i$ would contain $(\hbar^2/2m)s\,\delta(r-R)$. Continuity of value and slope excludes this. A jump of the second derivative would leave a finite step in $\chi_i$, which is harmless to the integrals below but not smooth. If the second derivative matches too, and $V_{\rm loc}$ is continuous, then $\chi_i$ goes to zero at $R$.

\textbf{Q.} The functions $\chi_i$ are confined, but they are not dual to the $\varphi_k$.

\textbf{A.} They become so after a linear transformation. Define
\begin{equation}
B_{ij}=\langle\varphi_i|\chi_j\rangle,\qquad
\beta_i=\sum_j(B^{-1})_{ji}\chi_j .
\label{bdef}
\end{equation}
Because everything is real, $\langle\chi_j|\varphi_k\rangle=\langle\varphi_k|\chi_j\rangle=B_{kj}$. Therefore
\begin{align}
\langle\beta_i|\varphi_k\rangle
&=\sum_j(B^{-1})_{ji}\langle\chi_j|\varphi_k\rangle\nonumber\\
&=\sum_jB_{kj}(B^{-1})_{ji}=(BB^{-1})_{ki}=\delta_{ik}.
\end{align}
The index order in Eq.~\eqref{bdef} matters: with $(B^{-1})_{ij}$ instead, the sum would not be a matrix product of $B$ with its inverse unless $B$ were symmetric.

\textbf{Q.} And if $B$ has no inverse?

\textbf{A.} Then the construction fails and must be changed. A singular $B$ means that some combination $\sum_ia_i\varphi_i$, with coefficients not all zero, is orthogonal to every $\chi_j$. No function built from the $\chi_j$ can then detect that combination. This happens, for example, if $V_{\rm loc}$ by itself reproduces one reference, so that its $\chi_i$ is zero. It also happens if the $\varphi_i$ are linearly dependent inside the sphere, since the $\chi_j$ vanish outside and see nothing else. In the first case one can change $V_{\rm loc}$ or the smooth function. In the second no choice of $V_{\rm loc}$ helps: the smooth functions must be made independent inside the sphere, or a reference dropped. From here on, $B$ is assumed invertible.

\textbf{Q.} Now show me the overlap inside the sphere.

\textbf{A.} First, the restriction to the sphere is unambiguous: each $\beta_i$ vanishes outside, so $S$ acts there as the identity, and the second term of $S$ contributes inside alone. Insert Eq.~\eqref{sdef} and use the duality twice:
\begin{align}
\langle\varphi_i|S|\varphi_j\rangle_R
&=\langle\varphi_i|\varphi_j\rangle_R
+\sum_{kl}\langle\varphi_i|\beta_k\rangle Q_{kl}\langle\beta_l|\varphi_j\rangle\nonumber\\
&=\langle\varphi_i|\varphi_j\rangle_R
+\sum_{kl}\delta_{ki}Q_{kl}\delta_{lj}\nonumber\\
&=\langle\varphi_i|\varphi_j\rangle_R+Q_{ij}.
\end{align}
The definition of $Q_{ij}$, Eq.~\eqref{qdef}, cancels the first term and leaves
\begin{equation}
\boxed{\langle\varphi_i|S|\varphi_j\rangle_R=\langle\psi_i|\psi_j\rangle_R .}
\label{main}
\end{equation}
This is generalized norm conservation. For $i=j$ it concerns a norm; for $i\ne j$ it concerns an overlap. Both sides are bilinear, so the equality extends to combinations $\sum_ia_i\varphi_i$ and $\sum_ia_i\psi_i$ with the same coefficients.

\textbf{Q.} That is inside the sphere. Orthogonality is a statement about all space, and inside the sphere two orthogonal states may overlap strongly.

\textbf{A.} They may, and the outside must then compensate. Since $\varphi_i=\psi_i$ and $S=1$ outside, the outer integral is common to both descriptions. If both references are bound, it converges, and
\begin{align}
\langle\varphi_i|S|\varphi_j\rangle
&=\langle\varphi_i|S|\varphi_j\rangle_R+\int_R^\infty\varphi_i\varphi_j\,dr\nonumber\\
&=\langle\psi_i|\psi_j\rangle_R+\int_R^\infty\psi_i\psi_j\,dr
=\langle\psi_i|\psi_j\rangle .
\label{total}
\end{align}
For orthonormal bound references the right side is $\delta_{ij}$. The bare overlap is then $\langle\varphi_i|\varphi_j\rangle=\delta_{ij}-Q_{ij}$, so without $S$ the smooth functions are orthogonal only where $Q_{ij}$ happens to vanish.

\textbf{Q.} You assume that the all-electron states are orthogonal. Where does that come from, and does it survive for references that are not bound?

\textbf{A.} It comes from an identity that is useful in its own right. Equation~\eqref{ae} can be written as
\begin{equation}
\psi_i''=\left[\frac{l(l+1)}{r^2}+\frac{2m}{\hbar^2}(V-\varepsilon_i)\right]\psi_i .
\end{equation}
Differentiate the combination $\psi_i\psi_j'-\psi_j\psi_i'$. The products of first derivatives cancel, and so do the centrifugal and potential terms:
\begin{equation}
\frac{d}{dr}(\psi_i\psi_j'-\psi_j\psi_i')
=\psi_i\psi_j''-\psi_j\psi_i''
=\frac{2m}{\hbar^2}(\varepsilon_i-\varepsilon_j)\psi_i\psi_j .
\end{equation}
Integrate from $0$ to $R$. The combination vanishes at the origin because both functions do and their slopes are finite. Hence
\begin{equation}
(\varepsilon_i-\varepsilon_j)\langle\psi_i|\psi_j\rangle_R
=\frac{\hbar^2}{2m}W_{ij},\qquad
W_{ij}=(\psi_i\psi_j'-\psi_j\psi_i')_{r=R}.
\label{green}
\end{equation}
For bound states we may let the upper limit go to infinity, where the functions and their slopes vanish. Then $(\varepsilon_i-\varepsilon_j)\langle\psi_i|\psi_j\rangle=0$, and different energies imply orthogonality.

For references that are not bound, Eq.~\eqref{main} still holds, because its proof never uses the behavior at infinity. The step to Eq.~\eqref{total} needs a convergent outer integral. The solution regular at the origin grows outside at a negative energy that is not a level, and oscillates without decay at a positive one. Such a reference has no norm over all space, and the outer integral of two such references does not converge; they have a sphere identity only. A mixed pair is different. If the unbound reference lies higher in energy than the bound one, the bound function decays faster than its partner grows, the outer integral converges, and the boundary combination vanishes at infinity. The two are then orthogonal, and Eq.~\eqref{total} passes this on to the S-overlap.

\textbf{Q.} And references in different channels?

\textbf{A.} There the angular factors do the work. Each projector carries its own $Y_{lm}$, and $Q$ connects only functions with the same $l$ and $m$. For different $l$ or $m$, the integral over angles makes both the all-electron overlap and the S-overlap zero.

\textbf{Q.} I would like to see the cancellation in numbers, on a case where the states overlap inside.

\textbf{A.} Take nonrelativistic hydrogen with a fixed point nucleus, $V=-e^2/r$, with 1s and 2s as references and $R=1.5$~bohr. I use Hartree atomic units for the numbers: lengths in $a_0=\hbar^2/(me^2)$ and energies in $e^2/a_0$. The reference functions are
\begin{equation}
\psi_1=2re^{-r},\qquad
\psi_2=\frac{r}{\sqrt2}\left(1-\frac r2\right)e^{-r/2},
\end{equation}
with $\varepsilon_1=-0.5$ and $\varepsilon_2=-0.125$~hartree. The node of $\psi_2$ lies at 2~bohr, so inside the sphere both functions are positive and cannot be orthogonal there.

Equation~\eqref{green} gives their sphere overlap without an integral. At $R$ the ratios of slope to value are
\begin{equation}
\frac{\psi_1'}{\psi_1}=\frac{1-R}{R}=-\frac13,\qquad
\frac{\psi_2'}{\psi_2}=\frac1R-\frac{1/2}{1-R/2}-\frac12=-\frac{11}{6}.
\end{equation}
With $\hbar^2/2m=1/2$ in these units,
\begin{align}
\langle\psi_1|\psi_2\rangle_R
&=\frac{\psi_1(R)\psi_2(R)}{2(\varepsilon_1-\varepsilon_2)}
\left(-\frac{11}{6}+\frac13\right)
=\frac{-1.5}{-0.75}\,\psi_1(R)\psi_2(R)\nonumber\\
&=2\,(3e^{-1.5})\frac{0.375\,e^{-0.75}}{\sqrt2}=0.1677 .
\end{align}
The smooth functions of the example, specified in the second half, have a sphere overlap of $0.1418$, and $Q_{12}=0.0259$. Their sum is $0.1677$, as Eq.~\eqref{main} requires. The outer integral is $-0.1677$. With $S$ the total is zero; without it, $0.1418-0.1677=-0.0259$ remains.

\textbf{Q.} And the norms?

\textbf{A.} For 1s the outer part is elementary, since the derivative of $-(2r^2+2r+1)e^{-2r}$ is $4r^2e^{-2r}$:
\begin{equation}
\int_R^\infty4r^2e^{-2r}dr=(2R^2+2R+1)e^{-2R}=8.5\,e^{-3}=0.4232 .
\end{equation}
The all-electron state therefore has $0.5768$ of its norm inside. The smooth function has $0.5038$ there, and $Q_{11}=0.0730$ supplies the rest. For 2s the corresponding sum is $0.04083+0.00912=0.04995$. A calculation that ignored $S$ would assign the smooth 1s function a total norm of $0.927$ instead of 1.

For the references and their combinations, $S$ restores the all-electron norms and overlaps inside the sphere, and over all space wherever the outer integrals converge. It remains to show that the same $Q$ makes the pseudo-Hamiltonian Hermitian and gives the correct energy response of scattering at the reference energies, and to see what $S$ gives for other functions.
